**Clean limits of the odd and even torkance in a Rashba ferromagnet**

The program evaluates the bare Kubo bubble with constant broadening $\Gamma$ for Rashba coupling $\alpha$, exchange energy $\Delta$, mass $m$ and Fermi level $\mu$. For magnetization along $z$ and both bands cut by the Fermi level, the odd torkance tends to $-(m\alpha\Delta/4\pi\Gamma)(1+\Delta^2/P)$ and the even one to $m\alpha\Delta^2/(2\pi P)$, with $P=\Delta^2+2m\alpha^2\mu$ in atomic units. It asserts that the numerically integrated bubble approaches both forms quadratically in $\Gamma$; at $\Gamma=0.0125$ eV each deviation is 0.04% of the limit. For a tilted magnetization it asserts the parity rule at finite $\Gamma$ and the approach to limits computed from band states. The intraband term is compared with a displaced Fermi sea, and the interband term with spin dynamics under a slowly ramped field. A ladder calculation for white-noise disorder shows the even torkance reduced to 0.1% of its bare value and the odd one raised to 1.44 times its bare value at $\Gamma=0.025$ eV. The output also gives effective fields for rough cobalt-on-platinum parameters and the sizes of several neglected effects.

## Numerical check

```python
"""Torkance of a Rashba ferromagnet from the bare Kubo bubble.

H = k^2/2m + alpha (sx ky - sy kx) + Delta n.s ; electron charge -1.
Torque on the magnetization (per area): T = -Delta n x s ; T_i = t_ix E_x.
Constant broadening Gamma: G = 1/(E - H + i Gamma), no vertex corrections.
Result under test for n = z, both bands cut by the Fermi level mu,
with P = Delta^2 + 2 m alpha^2 mu and Gamma -> 0:
  odd in n :  t_xx -> -(m alpha Delta / 4 pi Gamma) (1 + Delta^2/P)
  even in n:  t_yx ->  m alpha Delta^2 / (2 pi P)
For tilted n the limits are a Fermi-surface sum and an interband sum.
Numbers are in eV and angstrom; HB = hbar^2/m, so m stands for 1/HB.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HB = sc.hbar**2 / sc.m_e / sc.e * 1e20      # eV angstrom^2
ALPHA, DELTA, MU = 1.0, 0.4, 1.0            # eV angstrom, eV, eV
I2 = np.eye(2, dtype=complex)
SIG = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
               dtype=complex)
Z = np.array([0.0, 0.0, 1.0])


def torque_ops(n):
    return -DELTA * np.array([n[1]*SIG[2] - n[2]*SIG[1],
                              n[2]*SIG[0] - n[0]*SIG[2],
                              n[0]*SIG[1] - n[1]*SIG[0]])


def spin_field(n, kx, ky):
    return np.array([ALPHA*ky + DELTA*n[0], -ALPHA*kx + DELTA*n[1],
                     DELTA*n[2] + 0*kx])


def hamiltonian(n, kx, ky):
    return HB*(kx**2 + ky**2)/2*I2 + np.einsum(
        'i,iab->ab', spin_field(n, kx, ky), SIG)


def velocity(kx, ky):
    return HB*kx*I2 - ALPHA*SIG[1], HB*ky*I2 + ALPHA*SIG[0]


def traces(ops, matrix):
    return np.einsum('iab,ba->i', ops, matrix)


def k_grid(gam, nphi):
    """Polar grid with panels narrow enough for the Fermi-surface peaks."""
    edges = np.r_[np.linspace(0, 1, int(np.ceil(2/gam)) + 1), 2, 4, 8, 16, 32]
    x, wx = np.polynomial.legendre.leggauss(10)
    half = np.diff(edges)/2
    k = (edges[:-1, None] + half[:, None]*(1 + x)).ravel()
    wk = (half[:, None]*wx).ravel()*k
    phi = 2*np.pi*(np.arange(nphi) + 0.5)/nphi
    kx = np.outer(k, np.cos(phi)).ravel()
    ky = np.outer(k, np.sin(phi)).ravel()
    return kx, ky, np.repeat(wk, nphi)*(2*np.pi/nphi)/(4*np.pi**2)


def green_function(n, kx, ky):
    xi = HB*(kx**2 + ky**2)/2
    d = spin_field(n, kx, ky)
    dsig = np.einsum('in,iab->nab', d, SIG)
    d2 = np.sum(d*d, axis=0)

    def green(z):
        a = z - xi
        return (a[:, None, None]*I2 + dsig)/(a*a - d2)[:, None, None]
    return green


def vx_array(kx):
    return HB*kx[:, None, None]*I2 - ALPHA*SIG[1]


def ksum(w, matrices):
    return np.tensordot(w, matrices, axes=(0, 0))


def bubble(n, kx, ky, w, gam):
    """Full bubble: retarded-advanced part at the Fermi level plus the
    retarded-retarded part, integrated along mu + i*y (analytic there)."""
    green, vx, ops = green_function(n, kx, ky), vx_array(kx), torque_ops(n)
    g = green(MU + 1j*gam)
    ra = ksum(w, g @ vx @ g.conj().transpose(0, 2, 1))
    top = np.log(1e7/gam)
    x, wx = np.polynomial.legendre.leggauss(64)
    rr = np.zeros((2, 2), complex)
    for u, wu in zip(top*(1 + x)/2, top*wx/2):
        y = gam*np.exp(u)
        g = green(MU + 1j*y)
        rr -= wu*y*ksum(w, g @ g @ vx @ g)
    return (-traces(ops, ra).real
            + 2*(-1j*traces(ops, rr)).real)/(2*np.pi)


def closed_forms(mu):
    p = DELTA**2 + 2*ALPHA**2*mu/HB
    odd = -ALPHA*DELTA/HB/(4*np.pi)*(1 + DELTA**2/p)   # Gamma * t_xx
    even = ALPHA*DELTA**2/HB/(2*np.pi*p)               # t_yx
    return odd, even, p


def band_limits(n, nphi=48):
    """Clean limits from band states: Gamma*t_odd and t_even (vectors)."""
    ops = torque_ops(n)
    odd, even = np.zeros(3), np.zeros(3)
    x, wx = np.polynomial.legendre.leggauss(16)
    for phi in 2*np.pi*np.arange(nphi)/nphi:
        c, s = np.cos(phi), np.sin(phi)
        kf = []
        for band in (0, 1):
            k = brentq(lambda q: np.linalg.eigvalsh(
                hamiltonian(n, q*c, q*s))[band] - MU, 1e-3, 3, xtol=1e-12)
            kf.append(k)
            st = np.linalg.eigh(hamiltonian(n, k*c, k*s))[1][:, band]
            vx, vy = [(st.conj() @ v @ st).real for v in velocity(k*c, k*s)]
            tq = np.array([(st.conj() @ t @ st).real for t in ops])
            odd -= 0.5*tq*vx*k/abs(c*vx + s*vy)
        half = (kf[0] - kf[1])/2
        for k, wk in zip(kf[1] + half*(1 + x), half*wx):
            even += wk*k*interband_term(n, k*c, k*s)
    return odd*2*np.pi/nphi/(4*np.pi**2), even*2*np.pi/nphi/(4*np.pi**2)


def interband_term(n, kx, ky):
    """Clean interband torkance of one filled lower state."""
    e, st = np.linalg.eigh(hamiltonian(n, kx, ky))
    lo, up = st[:, 0], st[:, 1]
    v = up.conj() @ velocity(kx, ky)[0] @ lo
    return np.array([-2*((lo.conj() @ t @ up)*v).imag
                     for t in torque_ops(n)])/(e[1] - e[0])**2


theta, azimuth = np.radians(50), np.radians(35)
TILT = np.array([np.sin(theta)*np.cos(azimuth),
                 np.sin(theta)*np.sin(azimuth), np.cos(theta)])

# --- One k point: real-energy integral, turned path, band decomposition.
q_x, q_y, g0 = 0.3, 0.2, 0.1
h_q, v_q = hamiltonian(TILT, q_x, q_y), velocity(q_x, q_y)[0]
ops_q = torque_ops(TILT)
pieces = [(-np.inf, -30), (-30, -2), (-2, MU)]


def energy_integral(func):
    return sum(quad(func, a, b, limit=300, epsabs=1e-10, epsrel=1e-9)[0]
               for a, b in pieces)


def real_energy_integrand(energy, op):
    g = np.linalg.inv((energy + 1j*g0)*I2 - h_q)
    ga = g.conj().T
    diff = g - ga
    return np.trace(op @ (-g @ g @ v_q @ diff
                          + diff @ v_q @ ga @ ga)).real/(2*np.pi)


direct = np.array([energy_integral(lambda e, o=o: real_energy_integrand(e, o))
                   for o in ops_q])
turned = bubble(TILT, np.array([q_x]), np.array([q_y]), np.array([1.0]), g0)
assert np.allclose(direct, turned, rtol=1e-5, atol=1e-6)

e_q, st_q = np.linalg.eigh(h_q)


def lorentz(energy, level):
    return g0/np.pi/((energy - level)**2 + g0**2)


v_bands = st_q.conj().T @ v_q @ st_q
decomposed = np.zeros(3)
for i, op in enumerate(ops_q):
    t_bands = st_q.conj().T @ op @ st_q
    for a in (0, 1):
        for b in (0, 1):
            w_ab = t_bands[a, b]*v_bands[b, a]
            decomposed[i] -= (np.pi*w_ab.real*lorentz(MU, e_q[a])
                              * lorentz(MU, e_q[b]))
            if a != b:
                decomposed[i] += 2*w_ab.imag*energy_integral(
                    lambda e: lorentz(e, e_q[a])
                    * (-1/(e - e_q[b] + 1j*g0)**2).real)
assert np.allclose(direct, decomposed, rtol=1e-5, atol=1e-6)

# --- Interband term against spin dynamics under a slowly ramped field.
f0, t_end = 1e-4, 200.0      # eV/angstrom, hbar/eV


def kx_of_time(t):
    drift = t/2 - t_end/(2*np.pi)*np.sin(np.pi*t/t_end)
    return q_x + f0*(t_end/2 - drift)


def unit_field(kx):
    d = spin_field(TILT, kx, q_y)
    return d/np.linalg.norm(d)


sol = solve_ivp(lambda t, s: 2*np.cross(spin_field(TILT, kx_of_time(t), q_y),
                                        s),
                (0, t_end), -unit_field(kx_of_time(0.0)), method='DOP853',
                rtol=1e-11, atol=1e-13)
extra_spin = sol.y[:, -1] + unit_field(q_x)
dynamic = -DELTA*np.cross(TILT, extra_spin)/f0
static = interband_term(TILT, q_x, q_y)
dyn_error = np.linalg.norm(dynamic - static)/np.linalg.norm(static)
assert dyn_error < 5e-3

# --- n = z: Fermi circles and displaced Fermi sea.
c_odd, t_even, p_val = closed_forms(MU)
s_root = np.sqrt((ALPHA**2/HB)**2 + p_val)
eps_up, eps_lo = s_root - ALPHA**2/HB, s_root + ALPHA**2/HB
k_up, k_lo = [np.sqrt(e**2 - DELTA**2)/ALPHA for e in (eps_up, eps_lo)]
assert abs(np.linalg.eigvalsh(hamiltonian(Z, k_up, 0.0))[1] - MU) < 1e-10
assert abs(np.linalg.eigvalsh(hamiltonian(Z, k_lo, 0.0))[0] - MU) < 1e-10


def displaced_torque(shift):
    """x torque of both Fermi discs moved by -shift along x."""
    x, wx = np.polynomial.legendre.leggauss(40)
    phi = 2*np.pi*np.arange(32)/32
    total = 0.0
    for sign, radius in ((1, k_up), (-1, k_lo)):
        k = radius*(1 + x)/2
        d = spin_field(Z, np.outer(k, np.cos(phi)) - shift,
                       np.outer(k, np.sin(phi)))
        spin_y = sign*d[1]/np.sqrt(np.sum(d*d, axis=0))
        total += np.sum((wx*radius/2*k)[:, None]*DELTA*spin_y)
    return total*(2*np.pi/32)/(4*np.pi**2)


step = 1e-3
c_displaced = 0.5*(displaced_torque(step) - displaced_torque(-step))/(2*step)
assert abs(c_displaced/c_odd - 1) < 1e-4

# --- n = z: full bubble against the closed forms, and rate of approach.
gammas = [0.1, 0.05, 0.025, 0.0125]
rows = []
for gam in gammas:
    grid = k_grid(gam, 6)
    plus, minus = bubble(Z, *grid, gam), bubble(-Z, *grid, gam)
    odd_part, even_part = (plus - minus)/2, (plus + minus)/2
    assert abs(odd_part[1]) < 1e-6 and abs(even_part[0]) < 1e-6
    rows.append((gam, odd_part[0], even_part[1]))
dev_odd = [g*o/c_odd - 1 for g, o, e in rows]
dev_even = [e/t_even - 1 for g, o, e in rows]
rate_odd, rate_even = dev_odd[2]/dev_odd[3], dev_even[2]/dev_even[3]
assert abs(dev_odd[3]) < 2e-3 and abs(dev_even[3]) < 2e-3
assert 3.5 < rate_odd < 4.5 and 3.5 < rate_even < 4.5

# --- Tilted magnetization: parity rule at finite Gamma and both limits.
lim_odd, lim_even = band_limits(TILT)
err_odd, err_even = [], []
for gam in (0.04, 0.02):
    kx, ky, w = k_grid(gam, 24)
    plus, minus = [bubble(s*TILT, kx, ky, w, gam) for s in (1, -1)]
    odd_part, even_part = (plus - minus)/2, (plus + minus)/2
    g = green_function(TILT, kx, ky)(MU + 1j*gam)
    spectral = 1j*(g - g.conj().transpose(0, 2, 1))/(2*np.pi)
    exact_odd = -np.pi*traces(torque_ops(TILT), ksum(
        w, spectral @ vx_array(kx) @ spectral)).real
    assert np.linalg.norm(odd_part - exact_odd) < 1e-5*np.linalg.norm(
        exact_odd)
    err_odd.append(np.linalg.norm(gam*odd_part - lim_odd)
                   / np.linalg.norm(lim_odd))
    err_even.append(np.linalg.norm(even_part - lim_even)
                    / np.linalg.norm(lim_even))
assert err_odd[1] < 0.02 and err_odd[1] < 0.6*err_odd[0]
assert err_even[1] < 0.02 and err_even[1] < 0.6*err_even[0]

# --- Neglected: ladder vertex corrections of white-noise scalar disorder.
gam_ex, odd_ex, even_ex = rows[2]
kx, ky, w = k_grid(gam_ex, 6)
g = green_function(Z, kx, ky)(MU + 1j*gam_ex)
ga = g.conj().transpose(0, 2, 1)
g_sum = ksum(w, g)
strength = -2*gam_ex/np.trace(g_sum).imag
sigma_z_share = abs(np.trace(SIG[2] @ g_sum).imag/np.trace(g_sum).imag)
assert sigma_z_share < 0.02
moved = [ksum(w, g @ SIG[j] @ ga) for j in (0, 1)]
ladder = np.array([[strength/2*np.trace(SIG[i] @ moved[j]).real
                    for j in (0, 1)] for i in (0, 1)])
drive_matrix = ksum(w, g @ vx_array(kx) @ ga)
drive = np.array([strength/2*np.trace(SIG[i] @ drive_matrix).real
                  for i in (0, 1)])
vertex = np.linalg.solve(np.eye(2) - ladder, drive)
correction = -traces(torque_ops(Z), vertex[0]*moved[0]
                     + vertex[1]*moved[1]).real/(2*np.pi)
dressed_odd, dressed_even = odd_ex + correction[0], even_ex + correction[1]
assert abs(vertex[1]/ALPHA - 1) < 0.05
assert abs(dressed_even) < 0.1*even_ex
assert abs(dressed_odd*gam_ex/(-ALPHA*DELTA/HB/(2*np.pi)) - 1) < 0.05

# --- Device numbers and the other neglected effects.
current, resistivity = 1e7, 30e-6           # A/cm^2, ohm cm (rough)
e_field = current*resistivity*100           # V/m
m_sat, thickness = 1.1e6, 0.8e-9            # A/m, m (rough)
to_si = sc.e*1e10                           # e/angstrom -> C/m
to_mt = to_si*e_field/(m_sat*thickness)*1e3
spin_hall = 3e5                             # S/m (rough, platinum)
t_hall = sc.hbar/(2*sc.e)*spin_hall/to_si
kt = sc.k*300/sc.e


def thermal(index):
    return quad(lambda x: closed_forms(MU + kt*x)[index]
                / (4*np.cosh(x/2)**2), -20, 20)[0]


heat_odd, heat_even = thermal(0)/c_odd - 1, thermal(1)/t_even - 1
field_ev = e_field*1e-10
mixing = field_ev*ALPHA/(2*DELTA)**2
drift = field_ev/(2*gam_ex)/k_up

print(f"hbar^2/m_e = {HB:.4f} eV A^2")
print(f"alpha = {ALPHA} eV A, Delta = {DELTA} eV, mu = {MU} eV")
print(f"m alpha^2 = {ALPHA**2/HB:.4f} eV, P = {p_val:.4f} eV^2")
print(f"S = {s_root:.4f} eV")
print(f"eps upper, lower band = {eps_up:.4f}, {eps_lo:.4f} eV")
print(f"k_F upper, lower band = {k_up:.4f}, {k_lo:.4f} 1/A")
print(f"closed form Gamma*t_xx = {c_odd:.6f} e eV/A")
print(f"displaced Fermi sea    = {c_displaced:.6f} e eV/A")
print(f"closed form t_yx limit = {t_even:.6f} e/A")
print("full bubble, n = z: Gamma (eV), t_xx (e/A),")
print("   Gamma*t_xx (e eV/A), t_yx (e/A)")
for gam, o, e in rows:
    print(f"  {gam:.4f}  {o:.5f}  {gam*o:.6f}  {e:.6f}")
print(f"deviation at smallest Gamma: odd {100*dev_odd[3]:.4f} %")
print(f"deviation at smallest Gamma: even {100*dev_even[3]:.4f} %")
print(f"deviation ratio on halving Gamma: odd {rate_odd:.3f}")
print(f"deviation ratio on halving Gamma: even {rate_even:.3f}")
print(f"spin dynamics vs interband term: {100*dyn_error:.3f} % off")
print("tilted n: polar 50 deg, azimuth 35 deg")
print("  Gamma*t_odd limit (e eV/A):", np.round(lim_odd, 6))
print("  t_even limit (e/A):", np.round(lim_even, 6))
print(f"  odd error, Gamma 0.04, 0.02 eV: {100*err_odd[0]:.3f}, "
      f"{100*err_odd[1]:.3f} %")
print(f"  even error, Gamma 0.04, 0.02 eV: {100*err_even[0]:.3f}, "
      f"{100*err_even[1]:.3f} %")
print(f"example Gamma = {gam_ex} eV, "
      f"tau = {sc.hbar/sc.e/(2*gam_ex)*1e15:.2f} fs")
print(f"|t_xx/t_yx| at example Gamma = {abs(odd_ex/even_ex):.2f}")
print(f"current density = {current:.1e} A/cm^2")
print(f"resistivity = {resistivity*1e6:.0f} uOhm cm")
print(f"electric field = {e_field/100:.0f} V/cm")
print(f"film: M_s = {m_sat:.2e} A/m, thickness = {thickness*1e9:.1f} nm")
print(f"effective field, odd torque  = {abs(odd_ex)*to_mt:.3f} mT")
print(f"effective field, even torque = {even_ex*to_mt:.3f} mT")
print("neglected effects at the example Gamma:")
print(f"  ladder: spin part added to velocity = {vertex[1]:.4f} eV A")
print(f"  ladder: t_xx = {dressed_odd:.5f} e/A "
      f"({dressed_odd/odd_ex:.3f} of bare)")
print(f"  ladder: t_yx = {dressed_even:.6f} e/A "
      f"({dressed_even/even_ex:.4f} of bare)")
print(f"  self-energy sigma_z share = {sigma_z_share:.5f}")
print(f"  spin Hall conductivity (rough) = {spin_hall:.0e} S/m")
print(f"  spin Hall torkance = {t_hall:.4f} e/A "
      f"({t_hall/even_ex:.1f} x bare even)")
print(f"  300 K: odd {100*heat_odd:.3f} %, even {100*heat_even:.3f} %")
print(f"  interband mixing by field = {mixing:.2e}")
print(f"  Fermi-sea drift / k_F upper = {drift:.2e}")
print("tests ok")
```

Running it gives:

```
hbar^2/m_e = 7.6200 eV A^2
alpha = 1.0 eV A, Delta = 0.4 eV, mu = 1.0 eV
m alpha^2 = 0.1312 eV, P = 0.4225 eV^2
S = 0.6631 eV
eps upper, lower band = 0.5319, 0.7943 eV
k_F upper, lower band = 0.3505, 0.6863 1/A
closed form Gamma*t_xx = -0.005759 e eV/A
displaced Fermi sea    = -0.005759 e eV/A
closed form t_yx limit = 0.007910 e/A
full bubble, n = z: Gamma (eV), t_xx (e/A),
   Gamma*t_xx (e eV/A), t_yx (e/A)
  0.1000  -0.05626  -0.005626  0.007727
  0.0500  -0.11451  -0.005725  0.007864
  0.0250  -0.23003  -0.005751  0.007899
  0.0125  -0.46058  -0.005757  0.007907
deviation at smallest Gamma: odd -0.0369 %
deviation at smallest Gamma: even -0.0370 %
deviation ratio on halving Gamma: odd 4.001
deviation ratio on halving Gamma: even 3.998
spin dynamics vs interband term: 0.017 % off
tilted n: polar 50 deg, azimuth 35 deg
  Gamma*t_odd limit (e eV/A): [-0.003483  0.000159  0.003291]
  t_even limit (e/A): [-0.000833  0.006074 -0.003339]
  odd error, Gamma 0.04, 0.02 eV: 0.548, 0.138 %
  even error, Gamma 0.04, 0.02 eV: 0.611, 0.154 %
example Gamma = 0.025 eV, tau = 13.16 fs
|t_xx/t_yx| at example Gamma = 29.12
current density = 1.0e+07 A/cm^2
resistivity = 30 uOhm cm
electric field = 300 V/cm
film: M_s = 1.10e+06 A/m, thickness = 0.8 nm
effective field, odd torque  = 12.564 mT
effective field, even torque = 0.431 mT
neglected effects at the example Gamma:
  ladder: spin part added to velocity = 1.0009 eV A
  ladder: t_xx = -0.33170 e/A (1.442 of bare)
  ladder: t_yx = 0.000010 e/A (0.0013 of bare)
  self-energy sigma_z share = 0.00350
  spin Hall conductivity (rough) = 3e+05 S/m
  spin Hall torkance = 0.0616 e/A (7.8 x bare even)
  300 K: odd 0.023 %, even 0.085 %
  interband mixing by field = 4.69e-06
  Fermi-sea drift / k_F upper = 1.71e-04
tests ok
```
